# Why rounding fractional coordinates misses the minimum image in hexagonal cells

**Comment on the treatment of pair distances**

The manuscript, a hypothetical one used here as a worked case, describes a variational Monte Carlo calculation in a periodic hexagonal cell. The Jastrow factor contains a pair term that depends on the distance between two electrons and vanishes beyond a cutoff of half the cell side. The distance is obtained by the following argument:

> "We write the separation in fractional coordinates and subtract the nearest integer from each. Every coordinate is then as small in magnitude as a lattice translation can make it, so the separation vector is as short as possible."

The first sentence is a well-defined procedure and the first half of the second is true. My concern is the word "so".

## 1. What the argument needs

Let \(\mathbf a_1,\mathbf a_2\) be the lattice vectors in the plane, and write a separation as

\[
\mathbf r=s_1\mathbf a_1+s_2\mathbf a_2 .
\]

Its periodic images are \(\mathbf r+m_1\mathbf a_1+m_2\mathbf a_2\) with integers \(m_i\). The minimum image is the shortest of them. With

\[
A=|\mathbf a_1|^2,\qquad B=|\mathbf a_2|^2,\qquad C=\mathbf a_1\cdot\mathbf a_2 ,
\]

the squared length is

\[
|\mathbf r|^2=A s_1^2+B s_2^2+2C s_1s_2 .
\]

If \(C=0\), this is a sum of two terms, each depending on one coordinate. Each can be minimized separately, and the minimum of \((s_i+m_i)^2\) is reached by rounding. The argument is therefore correct for a rectangular cell, and by the same reasoning for any orthogonal cell in three dimensions.

If \(C\neq0\), the cross term can outweigh the gain from making each coordinate small. This happens somewhere in every such cell. Let \(\sigma=\pm1\) be the sign of \(C\), and take

\[
\mathbf r=\left(\tfrac12-\varepsilon\right)(\mathbf a_1+\sigma\mathbf a_2),\qquad 0<\varepsilon<\tfrac12 .
\]

Both coordinates are smaller than \(1/2\) in magnitude, so rounding changes nothing. Now compare with the image \(\mathbf r-\mathbf a_1\). Since \(\sigma C=|C|\),

\[
\mathbf r\cdot\mathbf a_1=\left(\tfrac12-\varepsilon\right)(A+|C|),
\]

and therefore

\[
\begin{aligned}
|\mathbf r-\mathbf a_1|^2-|\mathbf r|^2
&=A-2\,\mathbf r\cdot\mathbf a_1\\
&=A-(1-2\varepsilon)(A+|C|)\\
&=-|C|+2\varepsilon(A+|C|).
\end{aligned}
\]

This is negative for \(\varepsilon<|C|/[2(A+|C|)]\), and the image that rounding rejects is then the shorter one. In three dimensions the same construction works for any non-orthogonal pair of lattice vectors, with the third coordinate set to zero. Rounding thus gives the minimum image for all separations if and only if the lattice vectors are mutually orthogonal.

## 2. A pair in the hexagonal cell

Take a model cell with side \(a=10\) bohr and an angle of 60° between the lattice vectors:

\[
\mathbf a_1=(10,\,0)\ \text{bohr},\qquad \mathbf a_2=(5,\,8.660)\ \text{bohr}.
\]

Here \(A=B=a^2\) and \(C=a^2/2\), so

\[
|\mathbf r|^2=a^2\left(s_1^2+s_2^2+s_1s_2\right).
\]

Consider two electrons with \(s=(0.45,\,0.40)\). Rounding leaves these coordinates alone and gives

\[
|\mathbf r|^2=100\,(0.2025+0.1600+0.1800)=54.25\ \text{bohr}^2,
\]

a distance of 7.365 bohr. Subtracting \(\mathbf a_1\) changes the coordinates to \((-0.55,\,0.40)\). The first has grown in magnitude, but the cross term has changed sign:

\[
|\mathbf r-\mathbf a_1|^2=100\,(0.3025+0.1600-0.2200)=24.25\ \text{bohr}^2 .
\]

The distance is now 4.924 bohr. This is the minimum, as a separate search for the nearest lattice point confirms. The image with \(\mathbf a_2\) subtracted, at 5.408 bohr, also beats the rounded one. With the manuscript's cutoff of 5 bohr, this pair should contribute to the Jastrow factor, and rounding leaves it out.

## 3. Two remedies that fail when used alone

The authors might reply that a better choice of lattice vectors would help. No choice makes rounding right for every pair, because by Section 1 that requires orthogonal vectors: the two vectors above are already as short as the lattice permits, and no pair of vectors generating a hexagonal lattice is orthogonal. To see the last point, suppose that orthogonal vectors of lengths \(p\le q\) generated it. The shortest nonzero lattice vectors would then be \(\pm\) one vector if \(p<q\), or four vectors if \(p=q\). The hexagonal lattice has six: \(\pm\mathbf a_1\), \(\pm\mathbf a_2\) and \(\pm(\mathbf a_1-\mathbf a_2)\).

They might instead keep their lattice vectors and compare the rounded image with its eight neighbours, \(m_i\in\{-1,0,1\}\). That repairs the pair above, but its success depends on the basis. The same lattice is generated by \(\mathbf a_1\) and

\[
\mathbf a_2'=\mathbf a_2+3\mathbf a_1=(35,\,8.660)\ \text{bohr}.
\]

Substituting \(\mathbf a_2=\mathbf a_2'-3\mathbf a_1\) gives

\[
\mathbf r=(s_1-3s_2)\,\mathbf a_1+s_2\,\mathbf a_2' ,
\]

so the same pair has coordinates \((-0.75,\,0.40)\) in the skewed basis. Rounding turns them into \((0.25,\,0.40)\), which is a vector of length 16.86 bohr. The minimum image has skewed coordinates \((-0.55-1.20,\,0.40)=(-1.75,\,0.40)\). Reaching it from \((0.25,\,0.40)\) takes a shift of \(-2\) along \(\mathbf a_1\), outside the range of the search. The best of the nine images is the one at 7.365 bohr.

The four combinations for this one pair are:

| Basis | Rounding | Nine images |
|---|---:|---:|
| Skewed | 16.86 bohr | 7.365 bohr |
| Reduced | 7.365 bohr | 4.924 bohr |

Here "reduced" means the 60° basis, and among these four combinations only that basis together with the search finds the minimum. Another basis can repair this particular pair: with \(\mathbf a_1\) and \(\mathbf a_2-\mathbf a_1\), at 120°, its coordinates are \((0.85,\,0.40)\), rounding gives \((-0.15,\,0.40)\), and the squared length is \(100\,(0.0225+0.1600+0.0600)=24.25\) bohr², the minimum. By Section 1, rounding in that basis fails for other pairs instead. It remains to show that a reduced basis and the nine-image search together are sufficient for every pair.

## 4. A procedure with a proof

**Reduction.** Order the vectors so that \(A\le B\). Let \(k\) be the integer nearest to \(C/A\), and replace \(\mathbf a_2\) by \(\mathbf a_2-k\mathbf a_1\). The new scalar product is \(C-kA\), whose magnitude is at most \(A/2\). If the new \(\mathbf a_2\) is shorter than \(\mathbf a_1\), exchange them and repeat. Each such exchange strictly lowers the length of the shorter vector. A lattice has finitely many vectors below a given length, so the process stops, with

\[
A\le B,\qquad |C|\le \tfrac12A .
\]

This is Lagrange–Gauss reduction. Every operation can be undone with integer coefficients, so the lattice is unchanged. For the skewed basis, \(C/A=3.5\), a tie. Choosing \(k=3\) returns the 60° basis of Section 2. Choosing \(k=4\) would give a 120° basis, which satisfies the same conditions.

**Range of the search.** Let \(\mathbf t=t_1\mathbf a_1+t_2\mathbf a_2\) be a minimum image. It is no longer than \(\mathbf t\pm\mathbf a_1\), hence

\[
0\le|\mathbf t\pm\mathbf a_1|^2-|\mathbf t|^2=A\pm2\,\mathbf t\cdot\mathbf a_1 .
\]

Both signs together give \(|\mathbf t\cdot\mathbf a_1|\le A/2\), and likewise \(|\mathbf t\cdot\mathbf a_2|\le B/2\). Call these scalar products \(p_1\) and \(p_2\). They are related to the coordinates by

\[
p_1=At_1+Ct_2,\qquad p_2=Ct_1+Bt_2 ,
\]

with the solution

\[
t_1=\frac{Bp_1-Cp_2}{AB-C^2},\qquad
t_2=\frac{Ap_2-Cp_1}{AB-C^2}.
\]

The denominator is positive because the vectors are not parallel. Inserting the largest magnitudes of \(p_1\) and \(p_2\) gives

\[
|t_1|\le\frac{B(A+|C|)}{2(AB-C^2)},\qquad
|t_2|\le\frac{A(B+|C|)}{2(AB-C^2)} .
\]

Both right-hand sides grow with \(|C|\), since the numerator increases and the denominator decreases. They are therefore largest at \(|C|=A/2\), where they become

\[
|t_1|\le\frac{3B}{4B-A},\qquad |t_2|\le\frac{2B+A}{4B-A}.
\]

The first fraction is at most 1 if \(3B\le4B-A\), and the second if \(2B+A\le4B-A\). Each condition is equivalent to \(A\le B\), which the reduction guarantees. Thus \(|t_i|\le1\).

The rounded image has coordinates \(|s_i|\le1/2\), and the shift leading from it to the minimum image is \(m_i=t_i-s_i\). Hence

\[
|m_i|\le|t_i|+|s_i|\le\tfrac32 ,
\]

and an integer with this property is \(-1\), 0 or 1. Nine images suffice. The result does not depend on how a coordinate of exactly one half is rounded, because either choice satisfies \(|s_i|\le1/2\).

As a numerical test, 100 randomly generated skewed cells were reduced and searched in this way, and all distances agreed with an independent nearest-lattice-point search. When the nine images were taken in the original, unreduced bases, 72 of the cells gave a wrong distance for at least one sampled separation. That count depends on how strongly the sampled cells were skewed and on how many separations were tried in each, so it is not a universal rate.

For the hexagonal cell the bound \(|t_i|\le1\) is not reached. It uses only the neighbours \(\pm\mathbf a_1\) and \(\pm\mathbf a_2\), whereas \(\mathbf a_1-\mathbf a_2\) is equally short and restricts \(\mathbf t\) further. The region of minimum images is a hexagon. One of its corners is equidistant from the origin, \(\mathbf a_1\) and \(\mathbf a_1-\mathbf a_2\), which requires

\[
t_1+\tfrac12t_2=\tfrac12,\qquad \tfrac12(t_1-t_2)=\tfrac12 ,
\]

so \(t=(2/3,\,-1/3)\). The other corners follow by symmetry, and no coordinate exceeds \(2/3\) in magnitude. A grid over the cell gives 0.666.

## 5. How much of the cell is affected

Knowing that nine images suffice, one can find the failing region of the 60° cell. Adding \(-\mathbf L\) to a rounded vector shortens it when \(\mathbf r\cdot\mathbf L>|\mathbf L|^2/2\). For \(\mathbf L=\mathbf a_1\) and \(\mathbf L=\mathbf a_2\) the conditions are

\[
s_1+\tfrac12s_2>\tfrac12,\qquad s_2+\tfrac12s_1>\tfrac12 .
\]

Suppose first that \(s_1,s_2\ge0\). The vector \(\mathbf a_1+\mathbf a_2\) would require \(s_1+s_2>1\), and \(\pm(\mathbf a_1-\mathbf a_2)\) would require \(|s_1-s_2|>1\). Neither is possible for \(|s_i|\le1/2\), and \(-\mathbf a_1\), \(-\mathbf a_2\) and \(-(\mathbf a_1+\mathbf a_2)\) have non-positive scalar products with \(\mathbf r\). So the two displayed conditions describe all failures in this quadrant.

If the coordinates have opposite signs, the cross term already favours the rounded image. The conditions for \(\pm\mathbf a_1\) and \(\pm\mathbf a_2\) cannot be met, because the second coordinate now reduces the left-hand side or, where it dominates, leaves at most \(1/4\). The vectors \(\pm(\mathbf a_1-\mathbf a_2)\) again need \(|s_1-s_2|>1\), and \(\pm(\mathbf a_1+\mathbf a_2)\) need \(|s_1+s_2|>1\). There are no failures.

In the positive quadrant, the successful region has corners \((0,0)\), \((1/2,0)\), \((1/3,1/3)\) and \((0,1/2)\). Its diagonal from the origin divides it into two triangles, each with base \(1/2\) and height \(1/3\). The successful area is

\[
2\times\tfrac12\times\tfrac12\times\tfrac13=\tfrac16 ,
\]

out of a quadrant area of \(1/4\). The failing area is \(1/12\), and the inverted quadrant contributes the same. In total, rounding gives the wrong image for \(1/6\) of uniformly distributed separations. The grid value is 0.167. In the skewed basis the failing fraction rises to \(5/7\approx0.714\), and a nine-image search there still leaves \(17/84\approx0.202\) (the grid, with its edge error, gives 0.714 and 0.203). Correlated electrons are not distributed uniformly, so these are properties of the cell and not predicted error rates for a simulation.

The nearly rectangular limit shows how the error disappears. For small \(C>0\), the conditions for \(\mathbf a_1\) and \(\mathbf a_2\) become \(s_1>1/2-(C/A)s_2\) and \(s_2>1/2-(C/B)s_1\). They cut off thin strips, the first with area

\[
\int_0^{1/2}\frac{C}{A}s_2\,ds_2=\frac{C}{8A},
\]

and the second with area \(C/(8B)\). Their overlap is of order \(C^2\). Counting both quadrants, the failing fraction is

\[
\frac{C}{4}\left(\frac1A+\frac1B\right)+O(C^2).
\]

A cell with \(|C|\) small compared with both \(A\) and \(B\) thus gives few wrong distances, which makes the fault easy to overlook in a trial run. An angle close to 90° is not enough: for \(\mathbf a_1=(1,\,0)\) and \(\mathbf a_2=(0.5,\,20)\) the angle is 88.6°, but \(C/A=1/2\), and about one separation in eight gets the wrong image.

## 6. The cutoff does not protect the calculation

One might hope that rounding errs only for distant pairs, beyond the reach of the Jastrow term. There is indeed a safe radius. Define dual vectors by \(\mathbf b_i\cdot\mathbf a_j=\delta_{ij}\), so that \(s_i=\mathbf b_i\cdot\mathbf r\) and

\[
|s_i|\le|\mathbf b_i|\,|\mathbf r| .
\]

An image shorter than \(1/(2|\mathbf b_i|)\) for both \(i\) has both coordinates below \(1/2\) in magnitude, and rounding finds it. In the hexagonal cell, \(1/|\mathbf b_i|\) is the height \(\sqrt3a/2\) of the parallelogram. The safe radius is

\[
\frac{\sqrt3}{4}a=4.330\ \text{bohr},
\]

which is less than the cutoff \(a/2=5\) bohr. The shortest true distance missed on the grid is 4.341 bohr, just above this limit.

The loss inside the cutoff can be calculated. Every vector shorter than \(a/2\) is a minimum image: another image differs from it by a lattice vector of length at least \(a\), and so is longer than \(a/2\). Rounding loses those vectors in the disc of radius \(R=a/2\) that lie outside the parallelogram. They fill four circular caps, cut off by lines at distance \(h=\sqrt3a/4\) from the centre. The half-angle \(\theta\) of a cap obeys \(\cos\theta=h/R=\sqrt3/2\), so \(\theta=\pi/6\), and its area is

\[
R^2(\theta-\sin\theta\cos\theta)=R^2\left(\frac{\pi}{6}-\frac{\sqrt3}{4}\right).
\]

The directions of neighbouring caps are at least 60° apart, so the caps do not overlap. Relative to the disc area \(\pi R^2\), the lost fraction is

\[
\frac4\pi\left(\frac{\pi}{6}-\frac{\sqrt3}{4}\right)=\frac23-\frac{\sqrt3}{\pi}=0.115 .
\]

The grid gives the same value to three decimals. For separations distributed uniformly in the plane, more than a tenth of the pairs that should be correlated are treated as uncorrelated. In a three-dimensional cell with a perpendicular third vector no shorter than \(a\), the disc becomes a sphere and the four caps are spherical, of height \(xR\) with \(x=1-\sqrt3/2\). Each has volume \(\pi R^3x^2(3-x)/3\), so the lost fraction is \(x^2(3-x)\approx0.05\).

## 7. Consequence for the trial function

The missing pairs do more than make a poorer Jastrow factor, because the rounded distance is not even continuous. At the face \(s_1=1/2\), rounding switches to \(s_1=-1/2\), and the squared distance changes from \(a^2(1/4+s_2^2+s_2/2)\) to \(a^2(1/4+s_2^2-s_2/2)\). At \(s_2=-1/4\) these are \(3a^2/16\) and \(7a^2/16\), so the distance jumps from 4.330 to 6.614 bohr.

Take as an example the dimensionless pair term

\[
u(d)=\left(1-\frac{d}{a/2}\right)^3\quad (d<a/2),\qquad u(d)=0\quad (d\ge a/2).
\]

It joins zero with continuous first and second derivatives. Nevertheless, at the face the rounded distance takes it from \((1-0.866)^3=0.0024\) to zero. The true minimum distance is 4.330 bohr on both sides, and \(u\) stays at 0.0024.

A jump this small still matters in principle. If a jump \(J\) in the wave function is spread over a width \(w\), the squared gradient is about \(J^2/w^2\) over that width. Its integral, of order \(J^2/w\), diverges as \(w\to0\). The discontinuous function has infinite kinetic energy. A Monte Carlo average of the local energy, evaluated at points off the face, never samples this contribution. It returns a finite number that is not the energy expectation value of the trial function, and it is no longer guaranteed to lie above the ground-state energy.

The true minimum distance is continuous, being the minimum of continuous functions. Its slope can change abruptly where two images are equally close, but two such images are each at least \(a/2\) away, where \(u\) and its first two derivatives vanish. The cutoff \(a/2\) is thus a sound choice once the distance is right, provided no lattice vector is shorter than \(a\); in a three-dimensional cell the third vector must therefore be at least as long as \(a\).

Quantities that sum over all images are a different matter. The rounded vector is still a valid image, so a converged Ewald sum is unaffected. Twisted boundary conditions do not alter the analysis either: the Jastrow factor is periodic, and multiplying by it leaves the twist phase of the orbitals unchanged.

## 8. Three-dimensional cells

If the third vector \(\mathbf c\) is perpendicular to the hexagonal plane, the squared length is the in-plane part plus \(z^2\). The two parts are minimized independently, by the nine-image search in the plane and by rounding along \(\mathbf c\). This combination was also tested against a three-dimensional nearest-lattice-point search.

For a general cell, the proof of Section 4 does not apply as it stands, but the dual vectors supply a certified range. If the rounded image has length \(R\), any shorter image obeys \(|t_i|\le|\mathbf b_i|R\), and it is enough to examine the integers with

\[
|s_i+m_i|\le|\mathbf b_i|R .
\]

The pair of Section 2 shows what reduction saves. In the reduced basis, \(|\mathbf b_i|R=7.365/(2\times4.330)=0.85\). With \(s=(0.45,\,0.40)\), this leaves \(m_i\in\{-1,0\}\), or four candidates. In the skewed basis the cell area is still \(10\times8.660=86.60\) bohr², while \(|\mathbf a_2'|=36.06\) bohr and \(R=16.86\) bohr. The ranges are

\[
|\mathbf b_1|R=\frac{36.06}{86.60}\times16.86=7.02,\qquad
|\mathbf b_2|R=\frac{10}{86.60}\times16.86=1.95 .
\]

With rounded coordinates \((0.25,\,0.40)\), they admit 14 values of \(m_1\) and 4 of \(m_2\), or 56 candidates. Both searches are correct; the reduced one is shorter.

## Requested changes

1. Replace the rounded distance by the minimum over nine images in a reduced in-plane basis, with separate rounding along a perpendicular \(\mathbf c\).
2. Recompute the variational energies and reoptimize the Jastrow parameters, since they were obtained with a discontinuous trial function.
3. Report a check of the distance routine. In the hexagonal cell no minimum distance within the plane can exceed \(a/\sqrt3=5.774\) bohr, the distance to a corner of the hexagon, whereas rounding produces values up to 8.639 bohr on the grid. A value above 5.774 bohr proves an error, but its absence does not prove the routine correct: comparison with a wide lattice search is the stronger check. The numerical output lists all nine candidates for the pair discussed here, which can serve as a first case.

## Calculated quantities

```
cell side a = 10.0 bohr, cutoff a/2 = 5.0 bohr
hexagonal a1 = (10.0000, 0.0000) bohr
hexagonal a2 = (5.0000, 8.6603) bohr
skewed a1 = (10.0000, 0.0000) bohr
skewed a2 = (35.0000, 8.6603) bohr
reduced a1 = (10.0000, 0.0000) bohr
reduced a2 = (5.0000, 8.6603) bohr
skewed a1.a2/|a1|^2 = 3.50
pair s (hexagonal basis) = (0.45, 0.40)
pair r = (6.5000, 3.4641) bohr
pair s (skewed basis) = (-0.75, 0.40)
skewed basis, rounding: 16.8597 bohr
skewed basis, nine images: 7.3655 bohr
reduced basis, rounding: 7.3655 bohr
reduced basis, nine images: 4.9244 bohr
reference minimum distance: 4.9244 bohr
nine candidates in reduced basis (shift added, distance):
  (-1,-1) 9.9624 bohr
  (-1,+0) 4.9244 bohr
  (-1,+1) 12.2168 bohr
  (+0,-1) 5.4083 bohr
  (+0,+0) 7.3655 bohr
  (+0,+1) 16.7108 bohr
  (+1,-1) 12.6194 bohr
  (+1,+0) 16.8597 bohr
  (+1,+1) 24.6830 bohr
fraction of uniformly placed pairs with a wrong image (grid):
  hexagonal, rounding: 0.167 (formula 0.1667)
  hexagonal, nine images: 0.000
  skewed, rounding: 0.714
  skewed, nine images: 0.203
pairs within cutoff lost by rounding (grid): 0.115
pairs within cutoff lost by rounding (formula): 0.1153
safe radius of rounding: 4.3301 bohr
shortest true distance missed on grid: 4.341 bohr
largest possible minimum distance: 5.7735 bohr
largest rounded distance on grid: 8.639 bohr
largest |t_i| of a minimum image on grid: 0.666
largest bound on |t_i|, all reduced cells: 1.0000
random cells tested: 100
cells where nine images fail unreduced: 72
face, rounded distances: 4.3301, 6.6144 bohr
face, true distances: 4.3301, 4.3301 bohr
face, pair term by rounding: 0.00240, 0.00000
face, pair term by true image: 0.00240, 0.00240
```
